# Recoupling three spins 1/2 and the two-dimensional representation of S3: verification in Python

```python
"""Recoupling of three spins 1/2 to total spin 1/2, and the group S3.

Result under test: with a_J = |(12)J,3> and b_J = |1,(23)J>, J = 0, 1,
the matrix U_JK = <a_J|b_K> is [[-1/2, s], [s, 1/2]], s = sqrt(3)/2.
With D = diag(-1, 1), the exchange of spins 1 and 2 in the a basis, the
matrices D and U D U generate the two-dimensional irreducible
representation of S3.  U alone does not, and U with D gives 12 matrices.
c_J = |(23)J,1> is the cyclic coupling order, V_JK = <a_J|c_K>.
Example: H = J12 S1.S2 + J23 S2.S3 + J13 S1.S3, couplings in eV, hbar = 1.
Spin index 0 means up, 1 means down.
"""
from itertools import permutations
import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_6j

half = Rational(1, 2)


def cg_table(j1, j2, j):
    """Clebsch-Gordan coefficients, projections in descending order."""
    def projections(x):
        return [x - k for k in range(int(2 * x) + 1)]
    return np.array([[[float(clebsch_gordan(j1, j2, j, m1, m2, m))
                       for m in projections(j)]
                      for m2 in projections(j2)]
                     for m1 in projections(j1)])


# Coupled states as tensors [spin1, spin2, spin3, M]
a, b, c = [], [], []
for J in (Rational(0), Rational(1)):
    pair = cg_table(half, half, J)
    pair_first = cg_table(J, half, half)
    pair_last = cg_table(half, J, half)
    a.append(np.einsum('pqk,krM->pqrM', pair, pair_first))
    b.append(np.einsum('qrk,pkM->pqrM', pair, pair_last))
    c.append(np.einsum('qrk,kpM->pqrM', pair, pair_first))
a, b, c = (np.array(x).reshape(2, 8, 2) for x in (a, b, c))

# Explicit spin-up states written out by hand
basis = {name: np.eye(8)[k] for k, name in enumerate(
    ['uuu', 'uud', 'udu', 'udd', 'duu', 'dud', 'ddu', 'ddd'])}
uud, udu, duu = basis['uud'], basis['udu'], basis['duu']
assert np.allclose(a[0, :, 0], (udu - duu) / np.sqrt(2))
assert np.allclose(a[1, :, 0], (2 * uud - udu - duu) / np.sqrt(6))
assert np.allclose(b[0, :, 0], (uud - udu) / np.sqrt(2))
assert np.allclose(b[1, :, 0], (uud + udu - 2 * duu) / np.sqrt(6))

# Spin operators and total spin
single = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
          np.array([[1, 0], [0, -1]]) / 2]


def spin(site, axis):
    factors = [np.eye(2)] * 3
    factors[site] = single[axis]
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


def dot(i, j):
    return sum(spin(i, x) @ spin(j, x) for x in range(3)).real


total_squared = sum(dot(i, j) for i in range(3) for j in range(3))
for states in (a, b, c):
    for J in range(2):
        assert np.allclose(total_squared @ states[J], 0.75 * states[J])
s2_values = np.linalg.eigvalsh(total_squared)
n_doublet = int(np.sum(np.isclose(s2_values, 0.75)))
n_quartet = int(np.sum(np.isclose(s2_values, 3.75)))
assert (n_doublet, n_quartet) == (4, 4)

# Recoupling matrix from overlaps, against the 6j formula and closed form
U = a[:, :, 0] @ b[:, :, 0].T
V = a[:, :, 0] @ c[:, :, 0].T
assert np.allclose(U, a[:, :, 1] @ b[:, :, 1].T)
sixj = np.array([[float(wigner_6j(half, half, J, half, half, K))
                  for K in (0, 1)] for J in (0, 1)])
dims = np.sqrt([1.0, 3.0])
assert np.allclose(U, (-1) ** int(4 * half) * np.outer(dims, dims) * sixj)
s = np.sqrt(3) / 2
assert np.allclose(U, [[-0.5, s], [s, 0.5]])
assert np.allclose(U @ U, np.eye(2)) and np.isclose(np.linalg.det(U), -1)
assert np.allclose(V, U @ np.diag([1, -1]))


# Permutation operators: the spin in slot i moves to slot g[i]
def permute(g):
    columns = [np.transpose(e.reshape(2, 2, 2), np.argsort(g)).ravel()
               for e in np.eye(8)]
    return np.array(columns).T


group = list(permutations(range(3)))
rep = {}
for g in group:
    for m in range(2):
        A = a[:, :, m].T
        image = permute(g) @ A
        matrix = A.T @ image
        assert np.allclose(image, A @ matrix)      # doublet space is closed
        if m == 0:
            rep[g] = matrix
        else:
            assert np.allclose(matrix, rep[g])     # independent of M
for g in group:
    for h in group:
        gh = tuple(g[h[i]] for i in range(3))
        assert np.allclose(rep[g] @ rep[h], rep[gh])

P12, P23, P13 = rep[(1, 0, 2)], rep[(0, 2, 1)], rep[(2, 1, 0)]
cycle = rep[(1, 2, 0)]
D = np.diag([-1.0, 1.0])
assert np.allclose(P12, D)
assert np.allclose(P23, U @ D @ U)
assert np.allclose(P23, [[0.5, s], [s, -0.5]])
assert np.allclose(P13, -U) and np.allclose(cycle, V)
for J in range(2):
    assert np.allclose(permute((2, 1, 0)) @ a[J], -b[J])
    assert np.allclose(c[J], (-1) ** J * b[J])


def generate(generators):
    elements = [np.eye(2)]
    for e in elements:
        for g in generators:
            new = g @ e
            if not any(np.allclose(new, old) for old in elements):
                elements.append(new)
                assert len(elements) < 50
    return elements


orders = {'U alone': len(generate([U])), 'U and D': len(generate([U, D])),
          'D and UDU': len(generate([D, U @ D @ U])),
          'V alone': len(generate([V])), 'V and D': len(generate([V, D]))}
assert list(orders.values()) == [2, 12, 6, 3, 6]
generated = generate([D, U @ D @ U])
for g in group:
    assert sum(np.allclose(rep[g], e) for e in generated) == 1

# Irreducibility: characters, and dimension of the commuting matrices
character_sum = sum(np.trace(rep[g]) ** 2 for g in group)
assert np.isclose(character_sum, 6)
conditions = np.vstack([np.kron(np.eye(2), x) - np.kron(x.T, np.eye(2))
                        for x in (D, U @ D @ U)])
commutant = 4 - np.linalg.matrix_rank(conditions)
assert commutant == 1
angle_DU = np.degrees(np.arccos(np.trace(D @ U) / 2))
angle_V = np.degrees(np.arccos(np.trace(V) / 2))
assert np.isclose(angle_DU, 60) and np.isclose(angle_V, 120)


# Spin triangle: formulas against the full 8x8 Hamiltonian
def triangle_formula(J12, J23, J13):
    total = J12 + J23 + J13
    R = np.sqrt(max(0.0, J12**2 + J23**2 + J13**2
                    - J12 * J23 - J23 * J13 - J13 * J12))
    return -total / 4 - R / 2, -total / 4 + R / 2, total / 4, R


def triangle_full(J12, J23, J13):
    H = J12 * dot(0, 1) + J23 * dot(1, 2) + J13 * dot(0, 2)
    return H, np.linalg.eigh(H)


def weights_by_recoupling(H):
    A = a[:, :, 0]
    small = A @ H @ A.T
    v = np.linalg.eigh(small)[1][:, 0]
    return small, v, U.T @ v


rng = np.random.default_rng(3)
example = (0.010, 0.007, 0.002)
cases = [example] + [tuple(rng.uniform(0.1, 1.0, 3)) for _ in range(5)]
for J12, J23, J13 in cases:
    low, high, quartet, R = triangle_formula(J12, J23, J13)
    H, (energies, vectors) = triangle_full(J12, J23, J13)
    expected = np.sort([low] * 2 + [high] * 2 + [quartet] * 4)
    assert np.allclose(energies, expected, rtol=0, atol=1e-12)
    rho = vectors[:, :2] @ vectors[:, :2].T / 2
    w_full = [np.trace(rho @ (np.eye(8) / 4 - dot(i, j)))
              for i, j in ((0, 1), (1, 2), (0, 2))]
    w_formula = [0.5 + (3 * x - J12 - J23 - J13) / (4 * R)
                 for x in (J12, J23, J13)]
    small, v, v_b = weights_by_recoupling(H)
    assert np.allclose(w_full, w_formula, atol=1e-9)
    assert np.allclose([v[0]**2, v_b[0]**2], w_full[:2], atol=1e-9)
    assert np.isclose(sum(w_full), 1.5)
equal = triangle_full(0.01, 0.01, 0.01)[1][0]
assert np.allclose(equal, [-0.0075] * 4 + [0.0075] * 4, rtol=0, atol=1e-12)


def show(label, matrix):
    rows = ['[' + ', '.join(f'{x + 0.0:.6f}' for x in row) + ']'
            for row in np.round(matrix, 10)]
    print(f'{label}: ' + ' '.join(rows))


print(f'states with total spin 1/2: {n_doublet}, with 3/2: {n_quartet}')
show('6j symbols, rows J12 = 0, 1, columns J23 = 0, 1', sixj)
show('recoupling matrix U', U)
print(f'determinant of U: {np.linalg.det(U):.6f}')
show('P12 in the a basis', P12)
show('P23 in the a basis', P23)
show('P13 in the a basis', P13)
show('cyclic recoupling matrix V', V)
for name, order in orders.items():
    print(f'number of matrices generated by {name}: {order}')
print(f'characters: identity {np.trace(rep[(0, 1, 2)]):.3f}, '
      f'exchange {abs(np.trace(P12)):.3f}, cycle {np.trace(cycle):.3f}')
print(f'sum of squared characters: {character_sum:.3f}')
print(f'dimension of commuting matrices: {commutant}')
print(f'rotation angle of DU: {angle_DU:.1f} degrees')
print(f'rotation angle of V: {angle_V:.1f} degrees')

H, (energies, vectors) = triangle_full(*example)
low, high, quartet, R = triangle_formula(*example)
small, v, v_b = weights_by_recoupling(H)
v, v_b = v * np.sign(v[0]), v_b * np.sign(v[0])
w13 = 0.5 + (3 * example[2] - sum(example)) / (4 * R)
print('couplings J12, J23, J13: '
      + ', '.join(f'{x:.3f}' for x in example) + ' eV')
print('doublet Hamiltonian in the a basis (eV): '
      + ' '.join('[' + ', '.join(f'{x:.6f}' for x in row) + ']'
                 for row in small))
print(f'R: {R:.6f} eV')
print(f'lower doublet energy: {energies[0]:.6f} eV')
print(f'upper doublet energy: {energies[2]:.6f} eV')
print(f'quartet energy: {energies[4]:.6f} eV')
print(f'ground amplitudes on a_0, a_1: {v[0]:.6f}, {v[1]:.6f}')
print(f'ground amplitudes on b_0, b_1: {v_b[0]:.6f}, {v_b[1]:.6f}')
print(f'singlet weight of pair 12: {v[0]**2:.6f}')
print(f'singlet weight of pair 23: {v_b[0]**2:.6f}')
print(f'singlet weight of pair 13: {w13:.6f}')
print(f'sum of the three weights: {v[0]**2 + v_b[0]**2 + w13:.6f}')
print(f'equal couplings 0.010 eV, doublet energies: {equal[0]:.6f}, '
      f'{equal[2]:.6f} eV')
print('no test failed')
```

Printed output:

```
states with total spin 1/2: 4, with 3/2: 4
6j symbols, rows J12 = 0, 1, columns J23 = 0, 1: [-0.500000, 0.500000] [0.500000, 0.166667]
recoupling matrix U: [-0.500000, 0.866025] [0.866025, 0.500000]
determinant of U: -1.000000
P12 in the a basis: [-1.000000, 0.000000] [0.000000, 1.000000]
P23 in the a basis: [0.500000, 0.866025] [0.866025, -0.500000]
P13 in the a basis: [0.500000, -0.866025] [-0.866025, -0.500000]
cyclic recoupling matrix V: [-0.500000, -0.866025] [0.866025, -0.500000]
number of matrices generated by U alone: 2
number of matrices generated by U and D: 12
number of matrices generated by D and UDU: 6
number of matrices generated by V alone: 3
number of matrices generated by V and D: 6
characters: identity 2.000, exchange 0.000, cycle -1.000
sum of squared characters: 6.000
dimension of commuting matrices: 1
rotation angle of DU: 60.0 degrees
rotation angle of V: 120.0 degrees
couplings J12, J23, J13: 0.010, 0.007, 0.002 eV
doublet Hamiltonian in the a basis (eV): [-0.007500, 0.002165] [0.002165, -0.002000]
R: 0.007000 eV
lower doublet energy: -0.008250 eV
upper doublet energy: -0.001250 eV
quartet energy: 0.004750 eV
ground amplitudes on a_0, a_1: 0.944911, -0.327327
ground amplitudes on b_0, b_1: -0.755929, 0.654654
singlet weight of pair 12: 0.892857
singlet weight of pair 23: 0.571429
singlet weight of pair 13: 0.035714
sum of the three weights: 1.500000
equal couplings 0.010 eV, doublet energies: -0.007500, -0.007500 eV
no test failed
```
